**Internal oxidation with mobile solute: front constant and oxide enrichment**

The program treats a front at \(\xi=2\gamma\sqrt{D_Ot}\), with \(N_s/(\nu N_0)=e^{\gamma^2}\operatorname{erf}\gamma/[\sqrt\varphi\operatorname{erfcx}(u)]\) and enrichment \(\alpha=f/N_0=1/[\sqrt\pi u\operatorname{erfcx}(u)]\). Here \(N_s\) is the surface oxygen fraction, \(N_0\) the initial solute fraction, \(f\) the oxide fraction, \(\nu\) the number of oxygen atoms per solute atom, \(\varphi=D_O/D_B\), \(u=\gamma\sqrt\varphi\) and \(\operatorname{erfcx}(u)=e^{u^2}\operatorname{erfc}u\). A finite-volume reaction-diffusion calculation, which assumes neither a front condition nor a square-root law, is compared with these formulas for two parameter sets. The program asserts agreement within 1% for the front constant, enrichment, profiles and oxide uniformity. It also asserts the local and global balances, the monotonic behaviour of the formulas on sampled grids, and the limiting laws at selected parameters. For the worked example the output gives \(\alpha=1.771\) and a depth of 63.7 μm after 100 h, against 84.7 μm for immobile solute. Raising \(N_s\) from \(10^{-4}\) to \(3\times10^{-3}\) lowers the enrichment from 3.11 to 1.10.

## Program and output

```python
"""Internal oxidation of a dilute alloy A-B with mobile solute B.

Result under test: the front is at xi = 2*gamma*sqrt(D_O*t), where
  N_s/(nu*N_0) = exp(gamma^2)*erf(gamma)/(sqrt(phi)*erfcx(u)),
and the immobile oxide BO_nu behind it has the uniform enrichment
  alpha = f/N_0 = 1/(sqrt(pi)*u*erfcx(u)).
Symbols: N_s surface oxygen fraction, N_0 initial solute fraction,
f oxide fraction (all per mole of original metal), phi = D_O/D_B,
u = gamma*sqrt(phi), erfcx(u) = exp(u^2)*erfc(u).
The independent check is a reaction-diffusion calculation that
assumes neither a square-root law nor a front condition.
"""
import numpy as np
from scipy.constants import hour, micro
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx


def supply_ratio(gamma, phi):
    u = gamma * np.sqrt(phi)
    return np.exp(gamma**2) * erf(gamma) / (np.sqrt(phi) * erfcx(u))


def front_constant(ratio, phi):
    return brentq(lambda g: supply_ratio(g, phi) - ratio,
                  1e-12, 5.0, xtol=1e-15, rtol=1e-13)


def enrichment(u):
    return 1.0 / (np.sqrt(np.pi) * u * erfcx(u))


def oxygen_profile(x, time, d_o, n_s, gamma):
    return n_s * (1 - erf(x / (2 * np.sqrt(d_o * time))) / erf(gamma))


def solute_profile(x, time, d_b, n_0, u):
    return n_0 * (1 - erfc(x / (2 * np.sqrt(d_b * time))) / erfc(u))


def simulate(phi, n_s, n_0, nu, cells=1600, steps=1500):
    """Instant reaction with D_O = 1 and final time = 1.

    W = N_O - nu*N_B is free of the reaction rate. The implicit step
    solves for theta = D*W, with D chosen by the sign of W.
    """
    d_b = 1.0 / phi
    h = 12 * np.sqrt(d_b) / cells
    x = h * np.arange(1, cells)
    w = np.full(cells - 1, -nu * n_0)
    solute = np.full(cells - 1, n_0)
    oxide = np.zeros(cells - 1)
    positive = np.zeros(cells - 1, dtype=bool)
    lowest_deposit = 0.0
    band = np.zeros((3, cells - 1))
    for k in range(1, steps + 1):
        dt = (2 * k - 1) / steps**2
        lam = dt / h**2
        rhs = w.copy()
        rhs[0] += lam * n_s
        rhs[-1] -= lam * d_b * nu * n_0
        band[0, 1:] = -lam
        band[2, :-1] = -lam
        for _ in range(100):
            slope = np.where(positive, 1.0, phi)
            band[1] = slope + 2 * lam
            theta = solve_banded((1, 1), band, rhs)
            new_positive = theta > 0
            if np.array_equal(new_positive, positive):
                break
            positive = new_positive
        else:
            raise RuntimeError("phase pattern did not converge")
        w = slope * theta
        new_solute = np.maximum(-w, 0) / nu
        padded = np.concatenate(([0.0], new_solute, [n_0]))
        inflow = d_b * lam * np.diff(padded, 2)
        deposit = solute - new_solute + inflow
        lowest_deposit = min(lowest_deposit, deposit.min())
        oxide += deposit
        solute = new_solute
    last = np.flatnonzero(theta > 0)[-1]
    xi = x[last] + h * theta[last] / (theta[last] - theta[last + 1])
    middle = (x > 0.3 * xi) & (x <= 0.6 * xi)
    outer = (x > 0.6 * xi) & (x < 0.9 * xi)
    levels = oxide[middle].mean(), oxide[outer].mean()
    return x, np.maximum(w, 0), solute, xi, levels, lowest_deposit


# Worked example: round model parameters
D_O, D_B = 1e-12, 1e-14
N_s, N_0, nu = 3e-4, 0.02, 1.5
t = 100 * hour
phi = D_O / D_B
ratio = N_s / (nu * N_0)
gamma = front_constant(ratio, phi)
u = gamma * np.sqrt(phi)
alpha = enrichment(u)
f = alpha * N_0
xi = 2 * gamma * np.sqrt(D_O * t)
speed = xi / (2 * t)

# Reaction-diffusion calculation against the formulas, two cases
sim_results = []
for case_phi, case_ns, case_n0, case_nu in (
        (phi, N_s, N_0, nu), (4.0, 0.01, 0.02, 1.0)):
    g = front_constant(case_ns / (case_nu * case_n0), case_phi)
    v = g * np.sqrt(case_phi)
    x, ox, sol, front, levels, low = simulate(
        case_phi, case_ns, case_n0, case_nu)
    g_sim = front / 2
    a_sim = np.mean(levels) / case_n0
    ox_ref = np.where(x < 2 * g, oxygen_profile(
        x, 1.0, 1.0, case_ns, g), 0)
    sol_ref = np.where(x > 2 * g, solute_profile(
        x, 1.0, 1 / case_phi, case_n0, v), 0)
    err_o = np.max(abs(ox - ox_ref)) / case_ns
    err_b = np.max(abs(sol - sol_ref)) / case_n0
    flat = abs(levels[0] / levels[1] - 1)
    # One per cent covers the first-order time and grid error.
    assert abs(g_sim / g - 1) < 0.01, (g_sim, g)
    assert abs(a_sim / enrichment(v) - 1) < 0.01, (a_sim, v)
    assert flat < 0.01, levels
    assert err_o < 0.01 and err_b < 0.01, (err_o, err_b)
    assert low > -1e-10, low
    sim_results.append((case_phi, g, g_sim, enrichment(v), a_sim,
                        err_o, err_b, flat))

# Local balances at the front from finite differences of the profiles
step = 1e-4 * xi
b1, b2 = solute_profile(xi + step * np.array([1, 2]), t, D_B, N_0, u)
o1, o2 = oxygen_profile(xi - step * np.array([1, 2]), t, D_O, N_s, gamma)
grad_b = (4 * b1 - b2) / (2 * step)
grad_o = -(4 * o1 - o2) / (2 * step)
assert abs(D_B * grad_b / speed / f - 1) < 1e-5
assert abs(-D_O * grad_o / (nu * speed) / f - 1) < 1e-5

# Global inventories from quadrature
width = np.sqrt(D_B * t)
missing_b = width * quad(lambda s: N_0 - solute_profile(
    xi + s * width, t, D_B, N_0, u), 0, 14)[0]
excess_b = (f - N_0) * xi
assert abs(missing_b / excess_b - 1) < 1e-7
dissolved_o = xi * quad(lambda s: oxygen_profile(
    s * xi, t, D_O, N_s, gamma), 0, 1)[0]
surface_flux = D_O * (N_s - oxygen_profile(
    step, t, D_O, N_s, gamma)) / step
uptake_o = 2 * t * surface_flux
oxide_o = nu * f * xi
assert abs(uptake_o / (oxide_o + dissolved_o) - 1) < 1e-6

# Integral form, monotonic enrichment and its lower bound
for v in (0.1, 0.5, 2.0):
    integral = quad(lambda p: np.exp(-2 * p - (p / v)**2), 0, np.inf)[0]
    assert abs(2 / np.sqrt(np.pi) * integral / (v * erfcx(v)) - 1) < 1e-7
grid_alpha = enrichment(np.geomspace(1e-3, 100, 400))
assert np.all(np.diff(grid_alpha) < 0) and grid_alpha[-1] > 1
grid_ratio = supply_ratio(np.geomspace(1e-5, 4, 400), phi)
assert np.all(np.diff(grid_ratio) > 0)

# Limiting laws against roots of the full equation
r_slow, phi_slow = 1e-4, 1e8
g_slow = front_constant(r_slow, phi_slow)
u_slow = g_slow * np.sqrt(phi_slow)
assert abs(g_slow**2 / (r_slow / 2) - 1) < 1e-3
assert abs((enrichment(u_slow) - 1) * 2 * u_slow**2 - 1) < 1e-2
r_fast, phi_fast = 1e-5, 100.0
g_fast = front_constant(r_fast, phi_fast)
u_fast = g_fast * np.sqrt(phi_fast)
g_law = np.sqrt(np.pi * phi_fast) * r_fast / 2
assert abs(g_fast / g_law - 1) < 3e-3
alpha_law = 2 / (np.pi * phi_fast * r_fast)
assert abs(enrichment(u_fast) / alpha_law - 1) < 5e-3

# Front if the solute could not move
g_fixed = brentq(lambda g: np.sqrt(np.pi) * g * np.exp(g**2)
                 * erf(g) - ratio, 1e-12, 5, xtol=1e-15)
xi_fixed = 2 * g_fixed * np.sqrt(D_O * t)
assert xi < xi_fixed

print(f"D_O = {D_O:.1e} m^2/s")
print(f"D_B = {D_B:.1e} m^2/s")
print(f"surface oxygen fraction N_s = {N_s:.1e} (no unit)")
print(f"initial solute fraction N_0 = {N_0:.3f} (no unit)")
print(f"oxygen per solute atom nu = {nu:.1f} (no unit)")
print(f"time t = {t:.3e} s = {t / hour:.0f} h")
print(f"phi = {phi:.1f}, supply ratio r = {ratio:.5f} (no unit)")
print(f"gamma = {gamma:.6f}, u = {u:.6f} (no unit)")
print(f"erf(gamma) = {erf(gamma):.6f}, erfcx(u) = {erfcx(u):.6f}")
print(f"front depth xi = {xi / micro:.3f} micrometre")
print(f"front speed at t = {speed:.4e} m/s")
print(f"solute gradient at front = {grad_b:.3f} 1/m")
print(f"oxygen gradient at front = {grad_o:.4f} 1/m")
print(f"enrichment alpha = {alpha:.5f} (no unit)")
print(f"oxide fraction f = {f:.6f} (no unit)")
n_b_2xi = solute_profile(2 * xi, t, D_B, N_0, u)
print(f"solute fraction at 2 xi = {n_b_2xi:.6f} (no unit)")
print(f"excess B in oxide = {excess_b / micro:.5f} micrometre")
print(f"B missing ahead = {missing_b / micro:.5f} micrometre")
print(f"oxygen uptake = {uptake_o / micro:.5f} micrometre")
print(f"oxygen in oxide = {oxide_o / micro:.5f} micrometre")
print(f"dissolved oxygen = {dissolved_o / micro:.5f} micrometre")
print(f"immobile-solute gamma = {g_fixed:.6f} (no unit)")
print(f"immobile-solute depth = {xi_fixed / micro:.3f} micrometre")
print(f"depth ratio mobile/immobile = {xi / xi_fixed:.4f} (no unit)")
for p, g, gs, a, sim_a, eo, eb, flat in sim_results:
    print(f"simulation phi={p:.0f}: gamma {gs:.5f}, formula {g:.5f}")
    print(f"  alpha {sim_a:.4f}, formula {a:.4f}")
    print(f"  relative profile errors: O {eo:.1e}, B {eb:.1e}")
    print(f"  relative oxide nonuniformity {flat:.1e}")
print("N_s (no unit), u (no unit), alpha (no unit), xi (micrometre)")
for ns in (1e-4, 3e-4, 1e-3, 3e-3):
    g = front_constant(ns / (nu * N_0), phi)
    v = g * np.sqrt(phi)
    depth = 2 * g * np.sqrt(D_O * t) / micro
    print(f"{ns:.1e}  {v:.4f}  {enrichment(v):.4f}  {depth:.2f}")
print("all good")
```

It prints:

```
D_O = 1.0e-12 m^2/s
D_B = 1.0e-14 m^2/s
surface oxygen fraction N_s = 3.0e-04 (no unit)
initial solute fraction N_0 = 0.020 (no unit)
oxygen per solute atom nu = 1.5 (no unit)
time t = 3.600e+05 s = 100 h
phi = 100.0, supply ratio r = 0.01000 (no unit)
gamma = 0.053090, u = 0.530901 (no unit)
erf(gamma) = 0.059850, erfcx(u) = 0.600184
front depth xi = 63.708 micrometre
front speed at t = 8.8483e-11 m/s
solute gradient at front = 313.342 1/m
oxygen gradient at front = -4.7001 1/m
enrichment alpha = 1.77063 (no unit)
oxide fraction f = 0.035413 (no unit)
solute fraction at 2 xi = 0.014116 (no unit)
excess B in oxide = 0.98190 micrometre
B missing ahead = 0.98190 micrometre
oxygen uptake = 3.39365 micrometre
oxygen in oxide = 3.38410 micrometre
dissolved oxygen = 0.00955 micrometre
immobile-solute gamma = 0.070593 (no unit)
immobile-solute depth = 84.712 micrometre
depth ratio mobile/immobile = 0.7521 (no unit)
simulation phi=100: gamma 0.05307, formula 0.05309
  alpha 1.7706, formula 1.7706
  relative profile errors: O 3.0e-04, B 3.2e-04
  relative oxide nonuniformity 6.0e-06
simulation phi=4: gamma 0.39373, formula 0.39387
  alpha 1.4517, formula 1.4517
  relative profile errors: O 3.0e-04, B 5.9e-04
  relative oxide nonuniformity 9.1e-06
N_s (no unit), u (no unit), alpha (no unit), xi (micrometre)
1.0e-04  0.2316  3.1065  27.79
3.0e-04  0.5309  1.7706  63.71
1.0e-03  1.1450  1.2603  137.40
3.0e-03  2.1048  1.0957  252.58
all good
```
